# Diffusion length from two constant-photovoltage readings on a thick wafer

## The problem

A p-type silicon wafer has a depletion layer at its front surface. Light shone on the front creates electrons and holes, the electrons diffuse to the depletion layer, and the surface potential changes. This change is the surface photovoltage. The wavelength is altered from one reading to the next, and each time the photon flux is adjusted until the photovoltage returns to the same value.

Two readings are taken. At an absorption depth of 20 µm the relative photon flux is 1.0; at 80 µm it is 1.5. The absorption depth $d=1/\alpha$ is the distance over which the light falls by a factor $e$. The fluxes count photons that enter the wafer, so reflection has already been allowed for.

(a) Find how the flux needed for a fixed photovoltage depends on $d$ and on the electron diffusion length $L$, for a wafer much thicker than $L$ and $d$.

(b) Find $L$ from the two readings.

(c) Which flux ratios are possible at these two depths, and what would a third reading at 50 µm show?

(d) How do errors in the flux ratio and in the depths affect $L$?

(e) Which neglected effects matter for a real wafer?

## Hints

1. The photovoltage is set by the excess electron density at the inner edge of the depletion layer. Ask what stays fixed when the photovoltage does.
2. In the neutral bulk the electrons diffuse, recombine and are generated. Write the steady balance of these three and look for a solution with two exponentials.
3. At the depletion edge, the diffusion current arriving from the bulk equals the loss at the surface, written as a velocity times the edge density.
4. The surface loss is unknown. Look for a combination of the two readings from which it drops out.
5. For (d), differentiate the formula for $L$ with respect to each measured quantity in turn.

## Full solution

### What a fixed photovoltage fixes

Let $x$ be the depth below the depletion edge and $n(x)$ the excess electron density. Write $n_0=n(0)$. The depletion layer is taken to be thin, and the electrons in it to be nearly in equilibrium with those at its edge. The charge on the surface states and the band bending then follow from $n_0$. If this dependence is monotone, a fixed photovoltage means a fixed $n_0$. Light must not change the charge of the surface states directly, and the surface must not drift between readings.

The electrons lost through the surface, per unit area and time, are written $Sn_0$. The effective recombination velocity $S$ may depend on the band bending, but this is the same in both readings, so $S$ is the same too.

### The edge density

Let $\Phi$ be the entering photon flux. At depth $x$ a flux $\Phi e^{-\alpha x}$ remains, and the number absorbed per unit volume and time is $\alpha\Phi e^{-\alpha x}$. Each absorbed photon is taken to create one electron–hole pair. With diffusion coefficient $D$ and lifetime $\tau$, both uniform, and an excess density far below the doping, the steady balance is

$$D n''-\frac{n}{\tau}+\alpha\Phi e^{-\alpha x}=0,\qquad L^2=D\tau .$$

The electron flux towards the surface is $+Dn'(0)$, because a density that rises with $x$ drives electrons towards smaller $x$. The boundary conditions are therefore

$$D n'(0)=S n_0,\qquad n\to0 \text{ deep in the wafer}.$$

Try a particular solution $Be^{-\alpha x}$. Since $1/\tau=D/L^2$, the balance gives

$$D\alpha^2B-\frac{D}{L^2}B+\alpha\Phi=0
\quad\Rightarrow\quad
B=\frac{\alpha\Phi L^2}{D(1-\alpha^2L^2)} .$$

Without the source, the solutions are $e^{x/L}$ and $e^{-x/L}$. The first grows with depth and is excluded. Hence

$$n(x)=Ae^{-x/L}+Be^{-\alpha x}.$$

The condition at $x=0$ reads

$$-\frac{D}{L}A-D\alpha B=S(A+B)
\quad\Rightarrow\quad
A=-B\,\frac{S+D\alpha}{S+D/L}.$$

The edge density is the sum of the two amplitudes:

$$n_0=A+B=B\,\frac{(S+D/L)-(S+D\alpha)}{S+D/L}
=B\,\frac{(D/L)(1-\alpha L)}{S+D/L}.$$

Now insert $B$ and factor $1-\alpha^2L^2=(1-\alpha L)(1+\alpha L)$. The factor $1-\alpha L$ cancels, and

$$n_0=\frac{\Phi}{S+D/L}\,\frac{\alpha L}{1+\alpha L}
=\frac{\Phi}{S+D/L}\,\frac{L}{d+L}.$$

The last form follows on multiplying numerator and denominator by $d=1/\alpha$.

### A second route, which shows the meaning

The cancelled factor vanishes at $\alpha L=1$, where the two exponentials coincide. A different derivation avoids this special case. Multiply the balance equation by $f(x)=e^{-x/L}$ and integrate over all depths. Two integrations by parts give

$$\int_0^\infty fDn''\,dx=-Dn'(0)+Df'(0)n_0+\int_0^\infty nDf''\,dx .$$

Since $Df''=f/\tau$, the last integral cancels the recombination term. With $f'(0)=-1/L$ and $Dn'(0)=Sn_0$, what remains is

$$\left(S+\frac{D}{L}\right)n_0
=\Phi\int_0^\infty \alpha e^{-\alpha x}e^{-x/L}\,dx
=\Phi\,\frac{\alpha}{\alpha+1/L}
=\Phi\,\frac{L}{d+L}.$$

This is the same result, now for every positive $\alpha L$. An electron created at depth $x$ counts with weight $e^{-x/L}$, and $L/(d+L)$ is the average weight over the absorption profile. If the edge removed every electron that arrived, this would be the fraction collected there. Deeper light has a smaller average weight, so more photons are needed.

### (a) The Goodman relation

Solving for the flux gives

$$\Phi=C(d+L),\qquad C=\frac{n_0(S+D/L)}{L}.$$

Everything in $C$ is the same for all wavelengths when the photovoltage is held fixed. A plot of $\Phi$ against $d$ is a straight line, which meets the depth axis at $d=-L$. The surface recombination velocity changes the slope but not this intercept.

### (b) The diffusion length

Let $r=\Phi_2/\Phi_1$. Dividing the two readings removes $C$:

$$r=\frac{d_2+L}{d_1+L}.$$

Multiply out, $rd_1+rL=d_2+L$, and collect the terms in $L$:

$$L=\frac{d_2-rd_1}{r-1}
=\frac{80-1.5\times20}{1.5-1}\ \text{µm}
=\frac{50}{0.5}\ \text{µm}=100\ \text{µm}.$$

Putting this back gives $(80+100)/(20+100)=180/120=1.5$, as required. The average weights at the two depths are $100/120=0.8333$ and $100/180=0.5556$. Multiplied by the relative fluxes 1.0 and 1.5, both give 0.833: the two settings supply the edge equally.

The result can also be reached without the Goodman relation. The diffusion equation was solved numerically on a grid, and $L$ was varied until equal edge densities needed a flux ratio of 1.5. This gave 100.00 µm.

### (c) Possible ratios and a third reading

Subtracting and adding $d_1+L$ in the numerator gives

$$r=1+\frac{d_2-d_1}{d_1+L}.$$

For $d_2>d_1$ this falls steadily as $L$ grows. When $L\to0$, $r\to d_2/d_1=4$: only electrons created close to the edge count, and their number is proportional to $\Phi/d$. When $L\to\infty$, still with a much thicker wafer, $r\to1$: nearly every electron counts, wherever it was created. The numerical solution gives 3.727 for $L=2$ µm and 1.0588 for $L=1000$ µm, in agreement with $82/22$ and $1080/1020$.

A measured ratio outside $1<r<4$ cannot come from this model with a positive, finite $L$. The data or one of the assumptions must then be wrong.

Two readings can always be joined by a straight line, so they cannot test whether the flux is linear in the depth. A third can. At 50 µm the relative flux should be

$$\frac{50+100}{20+100}=1.25,$$

and the numerical solution gives 1.2500. A measured value clearly different from this would show that the line is not straight or that a reading is faulty. Agreement does not prove that $L$ is right, however. In the 200 µm wafer of Variation 1, the reading at 50 µm would lie less than 1% from the straight line through the other two, although the apparent $L$ is wrong by about 10% with a passivated back and 16% with a recombining one.

### (d) Errors in the data

Differentiate $L=(d_2-rd_1)/(r-1)$ with respect to $r$ by the quotient rule:

$$\frac{\partial L}{\partial r}
=\frac{-d_1(r-1)-(d_2-rd_1)}{(r-1)^2}
=-\frac{d_2-d_1}{(r-1)^2}
=-\frac{60}{0.25}\ \text{µm}=-240\ \text{µm}.$$

An error of 1% in $r$ is 0.015, which shifts $L$ by about 3.6 µm. The full formula gives 96.5 µm for a ratio 1% too high and 103.7 µm for one 1% too low. The relative error has grown by a factor of about 3.6.

For the depths,

$$\frac{\partial L}{\partial d_2}=\frac{1}{r-1}=2,\qquad
\frac{\partial L}{\partial d_1}=-\frac{r}{r-1}=-3 .$$

If 80 µm is taken 5% too high, $L$ rises by $2\times4=8$ µm to 108 µm. If 20 µm is taken 5% too high, $L$ falls by $3\times1=3$ µm to 97 µm. If both are 5% too high, the changes combine to $8-3=5$ µm. A common scale error in the depths therefore passes to $L$ unamplified.

The choice of depths matters as well. Substituting $r-1=(d_2-d_1)/(d_1+L)$ into the first derivative gives

$$\frac{\partial L}{\partial r}=-\frac{(d_1+L)^2}{d_2-d_1}.$$

For $L=1000$ µm and the same depths its size is $1020^2/60\approx17\,000$ µm. In this linear estimate, an error of 1% in $r\approx1.06$ shifts $L$ by about 180 µm, or 18%. The full formula gives a fall of about 156 µm for a ratio 1% too high and a rise of about 224 µm for one 1% too low. These depths suit a diffusion length near 100 µm much better than one near 1 mm.

### (e) The real wafer

Take a wafer 700 µm thick at 300 K, doped to $10^{15}$ cm⁻³, with an electron mobility of 1350 cm²/Vs and $S=1000$ cm/s. These are rough values for silicon; $S$ in particular varies widely with surface treatment. The two depths correspond only roughly to wavelengths of 870 and 960 nm, which serve here as labels. Published absorption data for silicon put the depths at these wavelengths nearer 23 and 71–75 µm, and with those depths a ratio of 1.5 would mean $L$ of about 75–80 µm. A real evaluation needs accurate absorption depths at the wavelengths used, because an error of a few micrometres in $d_1$ shifts $L$ by about three times as much.

The Einstein relation $D=\mu k_BT/e$ gives $D=34.9$ cm²/s. With $L=10^{-2}$ cm the lifetime is

$$\tau=\frac{L^2}{D}=\frac{10^{-4}\ \text{cm}^2}{34.9\ \text{cm}^2/\text{s}}=2.87\ \text{µs}.$$

This is short for a clean wafer. Good silicon can have a diffusion length comparable with or larger than the wafer thickness, and then the thick-wafer assumption fails.

**Injection.** Let the first entering flux be $10^{13}$ cm⁻²s⁻¹. With $D/L=3490$ cm/s,

$$n_0=\frac{10^{13}\times0.8333}{1000+3490}\ \text{cm}^{-3}=1.86\times10^{9}\ \text{cm}^{-3}.$$

The second reading, with $1.5\times10^{13}$ cm⁻²s⁻¹ and weight 0.5556, gives the same density. It is about $2\times10^{-6}$ of the doping, so low injection is well satisfied.

**Depletion width.** For a surface barrier of 0.5 V in the dark the depletion layer is $w=0.80$ µm wide. Light lowers the barrier and makes the layer thinner, so this width overestimates the effect. Suppose that electrons created in it are swept to the surface without loss. They count with weight 1, and the remaining flux $\Phi e^{-\alpha w}$ enters the bulk. The total weight is

$$1-e^{-\alpha w}+e^{-\alpha w}\frac{\alpha L}{1+\alpha L}
=1-\frac{e^{-\alpha w}}{1+\alpha L}
\approx\frac{L+w-w^2/(2d)}{d+L},$$

where the exponential has been expanded to second order. To first order in $w$ the numerator is $L+w$ at both depths and cancels in the ratio. The full expression gives an apparent $L$ of 100.04 µm, so the layer is harmless here.

**Chopped light.** If the light is modulated at angular frequency $\omega$, and the modulation is small enough for the surface to respond linearly, the recombination rate $1/\tau$ is replaced by $1/\tau+i\omega$, and $L$ by $L/\sqrt{1+i\omega\tau}$. Holding the amplitude of the edge density fixed gives an apparent $L$ of 100.0 µm at 500 Hz but 88.2 µm at 50 kHz. Low injection in the bulk does not make the surface linear. The density $n_0$ found above is about $2\times10^4$ times the dark electron density of roughly $10^5$ cm⁻³, and the photovoltage then grows only about logarithmically with it. The 50 kHz figure therefore applies to a small modulation on top of steady light, or to much weaker light. Slow chopping, with $\omega\tau\ll1$, is safe in either case, because the bulk follows the light at each instant and the two settings supply the edge with the same waveform.

**Reflection.** Take rough reflectances of 0.33 at the shorter wavelength and 0.32 at the longer. The incident fluxes then have the ratio $1.5\times0.67/0.68=1.478$. Using this in place of the entering ratio gives 105.5 µm. The shift depends on the small difference between the two reflectances, so these rounded values show only its rough size. For bare polished silicon the reflectances are nearer 0.322 and 0.318, which give about 102 µm; an oxide or a textured surface changes them.

**Temperature.** The absorption coefficient of silicon rises with temperature, by roughly 0.4 and 0.5% per kelvin at the two wavelengths. In a wafer 5 K warmer than assumed, the true depths are 19.61 and 78.05 µm. The same flux ratio then means $L=97.3$ µm, not 100 µm. The coefficients are rough: values of 0.48 and 0.64% per kelvin, as a phonon-assisted absorption model gives, would make it 96.4 µm.

**Surface drift.** Suppose $S$ rises by 10% before the second reading while $n_0$ is still held fixed. The second flux is larger by $(1100+3490)/(1000+3490)=1.022$, the ratio becomes 1.533, and the formula gives 92.5 µm. The surface drops out of the ratio only if it is stable. Repeating the first reading at the end is a direct way to look for drift.

For this wafer, then, reflection, temperature and surface drift matter far more than the depletion layer or slow chopping. The effect of finite thickness is treated next.

## Variation 1: a thin wafer

*The wafer has thickness $W$, and its back surface has recombination velocity $S_b$. What does the two-reading formula give when the true diffusion length is 100 µm?*

Use the second route again, with a weight $f$ that satisfies

$$f''=\frac{f}{L^2},\qquad f(0)=1,\qquad -Df'(W)=S_bf(W).$$

The electron density obeys the same back condition, $-Dn'(W)=S_bn(W)$. The boundary terms at $W$ therefore cancel: $D(fn'-f'n)=-S_bfn+S_bfn=0$. What remains is

$$\left[S-Df'(0)\right]n_0=\Phi F(d),\qquad
F(d)=\int_0^W\frac{e^{-x/d}}{d}f(x)\,dx .$$

The bracket is the same in both readings, so $r=F(d_1)/F(d_2)$. The surface still cancels, but the weight has changed. For a perfectly passivated back, $S_b=0$, and for a very strongly recombining one, $S_b\to\infty$, it is respectively

$$f=\frac{\cosh[(W-x)/L]}{\cosh(W/L)},\qquad
f=\frac{\sinh[(W-x)/L]}{\sinh(W/L)}.$$

Writing the hyperbolic functions as exponentials shows how these differ from the thick-wafer weight:

$$f-e^{-x/L}=+\frac{e^{-W/L}\sinh(x/L)}{\cosh(W/L)}
\quad\text{or}\quad
-\frac{e^{-W/L}\sinh(x/L)}{\sinh(W/L)}.$$

A passivated back returns electrons that would have diffused deeper; a recombining back removes some that would have come back. Both changes grow with depth, so they affect the deeply absorbed light more. In addition, some light passes through the wafer without being absorbed. Light reflected at the back is neglected here.

For $W=700$ µm, the apparent diffusion length differs from 100 µm by only about 0.002 µm for either back. For $W=200$ µm it is 110 µm with a passivated back and 84 µm with a strongly recombining one. Reflection at the back would change these values noticeably: if 30% of the light arriving there were reflected, the passivated wafer would give about 116 µm. At this thickness 8.2% of the 80 µm light reaches the back, compared with 0.016% at 700 µm. The two-reading formula is therefore sound for the thick wafer, while for the thin one the back surface must be known and $F(d)$ used instead, with the reflected light added to the absorption profile if it is not negligible.

## Variation 2: power in place of photon flux

*The detector reads optical power. For the same wafer at 870 and 960 nm, the entering powers have the ratio $P_2/P_1=1.359$. Find $L$.*

A photon carries energy $hc/\lambda$, so the photon flux is proportional to $P\lambda$. The energies are 1.425 and 1.292 eV; a given power contains more photons at the longer wavelength. The required ratio is

$$r=\frac{P_2}{P_1}\frac{\lambda_2}{\lambda_1}
=1.359\times\frac{960}{870}=1.50,$$

and with the stated depths of 20 and 80 µm the diffusion length is again 100 µm. If the power ratio were put into the formula directly, the result would be

$$\frac{80-1.3594\times20}{1.3594-1}\ \text{µm}\approx147\ \text{µm},$$

which is 47% too large. The power ratio is only 9% below the photon ratio, but the small denominator $r-1$ amplifies the difference. The numerical output below lists most of the values used in the solution and in both variations.

## Table of computed values

```
Absorption depths: 20 and 80 um
Flux ratio r: 1.50
L from Goodman relation: 100.00 um
L from numerical transport inversion: 100.00 um
Back-check (d2+L)/(d1+L): 1.5000
Relative flux at 50 um, numerical: 1.2500
Flux ratio for L = 2 um, numerical: 3.727
Flux ratio for L = 1000 um, numerical: 1.0588
Upper limit of r, d2/d1: 4.0
Temperature: 300 K; mobility: 1350 cm2/Vs
Diffusion coefficient D: 34.9 cm2/s
Lifetime tau: 2.87 us
S: 1000 cm/s; D/L: 3490 cm/s
Entering flux, first reading: 1.0e+13 /cm2/s
Entering flux, second reading: 1.5e+13 /cm2/s
Collected fraction at d1: 0.8333
Collected fraction at d2: 0.5556
Edge density n0, first reading: 1.856e+09 cm^-3
Edge density n0, second reading: 1.856e+09 cm^-3
Doping: 1.0e+15 cm^-3; n0/doping: 1.9e-06
dL/dr: -240 um per unit r
dL/dd2: 2.0; dL/dd1: -3.0 (um per um)
Apparent L, r 1% high: 96.5 um
Apparent L, r 1% low: 103.7 um
Apparent L, d2 taken 5% high: 108.0 um
Apparent L, d1 taken 5% high: 97.0 um
Apparent L, W = 200 um, passivated back: 109.709 um
Apparent L, W = 200 um, recombining back: 83.684 um
Apparent L, W = 700 um, passivated back: 100.002 um
Apparent L, W = 700 um, recombining back: 99.998 um
Light reaching back at d2, 700 um: 1.6e-04
Light reaching back at d2, 200 um: 0.082
Surface barrier: 0.5 V; depletion width: 0.80 um
Apparent L with depletion layer: 100.043 um
Apparent L, chopped at 500 Hz: 99.998 um
Apparent L, chopped at 50 kHz: 88.2 um
Flux ratio, S up 10% at second reading: 1.5334
Apparent L with that drift of S: 92.5 um
Rough reflectances: 0.33 and 0.32
Incident flux ratio: 1.4779
Apparent L, reflectance ignored: 105.5 um
Rough wavelengths: 870 and 960 nm
Photon energies: 1.425 and 1.292 eV
Optical power ratio: 1.3594
Apparent L, power used as flux: 147.0 um
Rough alpha rise: 0.4 and 0.5 %/K
Depths if 5 K warmer: 19.61 and 78.05 um
L with the warmer depths: 97.3 um
```
